Orbital occupations and Jahn–Teller activity of the silicon vacancy

**Problem**

Removing one atom from a silicon crystal leaves four neighbours, each with one broken bond. Before any symmetry-lowering relaxation the neighbours a, b, c, d sit at the corners of a regular tetrahedron, in the directions

s_a = (1, 1, 1), s_b = (1, −1, −1), s_c = (−1, 1, −1), s_d = (−1, −1, 1)

from the empty site. Each carries one dangling orbital. Treat the four orbitals as orthonormal, with equal site energies (set to zero) and a hopping matrix element −t between every pair, t > 0. The hopping depends on the pair distance d, with g = −dt/dd > 0. Spin–orbit coupling is neglected.

(a) Find the levels, and the low-spin occupations for charges +2, +1, 0 and −1.

(b) For independent electrons, which of these charges permit a first-order Jahn–Teller distortion? "First-order" means that the electronic energy has a part linear in a displacement that lowers the symmetry. The breathing displacement, which keeps the tetrahedron regular, does not count.

(c) Add an elastic energy kQ²/2 and find the relaxation energy for each charge, allowing displacements of e symmetry. Evaluate it for t = 0.3 eV, g = 0.5 eV/Å and k = 4 eV/Å². These are round model values, not silicon data.

(d) Electron repulsion splits the configurations t2² and t2³ into terms. Which terms keep a linear splitting?

**Hints**

1. In the neutral crystal each neighbour spends three of its four valence electrons on its remaining bonds.
2. The hopping matrix is −t times (the all-ones matrix minus the identity).
3. The six pairs form three sets of opposite edges: {ab, cd}, {ac, bd}, {ad, bc}. An e displacement changes both edges of a set equally.
4. For several electrons, add the orbital shifts as vectors in the plane of the two e coordinates.
5. A half-filled t2 shell has as many holes as electrons. Ask what exchanging them does to a distortion.

**Solution**

**(a) Levels and occupations**

Each neighbour of the neutral vacancy has one electron left over, so there are four. A vacancy of charge q has

N = 4 − q

electrons: 2, 3, 4 and 5 for q = +2, +1, 0 and −1.

The all-ones matrix has eigenvalue 4 on the uniform vector and 0 on every vector orthogonal to it. The hopping matrix therefore has eigenvalue −t(4 − 1) = −3t once and −t(0 − 1) = +t three times. Convenient orbitals are

A = (a + b + c + d)/2, with energy −3t,
X = (a + b − c − d)/2, Y = (a − b + c − d)/2, Z = (a − b − c + d)/2, with energy +t.

A is unchanged by every operation of the group Td, so it is a1. To name the triplet, count the orbitals left in place by each class of operation, in the order identity, C3, C2, S4, σd:

four orbitals: 4, 1, 0, 0, 2
minus A1: 3, 0, −1, −1, 1.

The second row is the character of T2. Two electrons fill a1 and the rest enter t2:

V²⁺: a1² t2⁰
V⁺: a1² t2¹
V⁰: a1² t2²
V⁻: a1² t2³

Low spin means that, once t2 has split, the lower orbital is doubly filled before the next is used. This is an assumption about the relative sizes of distortion and repulsion; Variation 1 gives the condition.

**(b) Linear coupling for independent electrons**

For a small displacement Q the hopping matrix changes by QW. If a level is orbitally nondegenerate, its slope is the expectation value of W. A symmetry-lowering W averages to zero over the group, while the density of a nondegenerate level is invariant, so this slope vanishes. That settles V²⁺: a closed a1 shell with an empty t2 shell has no first-order Jahn–Teller distortion.

Within t2, W is a real symmetric matrix and can contain only symmetries present in the symmetric square of T2. With χ the T2 character, the character of that square is [χ(R)² + χ(R²)]/2, which gives

6, 0, 2, 0, 2 = A1 + E + T2.

Displacements of e and t2 symmetry are therefore allowed to split the shell. Symmetry permits the coupling; its size has to be calculated.

Take the two normalized e displacements of the atoms

u = Qθ(−s_x, −s_y, 2s_z)/√24 + Qε(s_x, −s_y, 0)/√8.

The denominators make the squared displacements of the four atoms add up to Qθ² + Qε². The change of a pair distance is the relative displacement projected on the pair direction.

For ad, s_a − s_d = (2, 2, 0) and the direction is (1, 1, 0)/√2. The Qθ part gives (−2 − 2)/(√24 √2) = −1/√3, and the Qε part gives (2 − 2)/(√8 √2) = 0.

For ab, s_a − s_b = (0, 2, 2) and the direction is (0, 1, 1)/√2. The two parts give (−2 + 4)/(√24 √2) = 1/(2√3) and −2/(√8 √2) = −1/2.

For ac, s_a − s_c = (2, 0, 2), and the same steps give 1/(2√3) and +1/2.

Opposite edges change equally. Label each set by the orbital that has equal signs at both ends of its edges:

Δ_X (ab, cd) = Qθ/(2√3) − Qε/2
Δ_Y (ac, bd) = Qθ/(2√3) + Qε/2
Δ_Z (ad, bc) = −Qθ/√3

These add up to zero. The hopping changes are δt_i = −gΔ_i, and they also add up to zero.

In the energy of Z each pair enters twice, with weight 1/4 and the product of its two signs. The edges ad and bc have product +1, the other four −1. Hence

δε_Z = −(1/2)(2δt_Z − 2δt_X − 2δt_Y) = −(δt_Z − δt_X − δt_Y).

Because δt_X + δt_Y = −δt_Z, this becomes

δε_Z = −2δt_Z = 2gΔ_Z,

and likewise for X and Y. A shortened edge lowers the orbital that is bonding along it. The shift of A is −(δt_X + δt_Y + δt_Z) = 0. No off-diagonal elements arise: the three twofold rotations survive an e displacement, and A, X, Y, Z have different sign patterns under them.

With F = 2g/√3, so that g = (√3/2)F, the shifts are

δε_Z = −F Qθ
δε_X = F[Qθ/2 − (√3/2)Qε]
δε_Y = F[Qθ/2 + (√3/2)Qε]

or, in one line,

δε_i = −F n_i·Q, with Q = (Qθ, Qε),
n_Z = (1, 0), n_X = (−1/2, √3/2), n_Y = (−1/2, −√3/2).

The three unit vectors are 120° apart and sum to zero.

One, two or three electrons can now be placed so that the energy falls linearly. Along Qθ > 0 the slopes are

t2¹ as Z¹: −F
t2² as Z²: −2F
t2³ as Z²X¹: −2F + F/2 = −3F/2.

For independent electrons, V⁺, V⁰ and V⁻ therefore permit a first-order distortion, and V²⁺ does not.

A t2 displacement also couples linearly. For the shear u = Q(s_y, s_x, 0)/√8, edge ad lengthens by Q, bc shortens by Q, and the others keep their length to first order. The element between X and Y is −1/4 times the sum over pairs of (X_iY_j + X_jY_i)δt_ij, where X_i and Y_i are the signs ±1. For ad the bracket is −2 and δt = −gQ; for bc it is +2 and δt = +gQ. The element is therefore

−(1/4)(2gQ + 2gQ) = −gQ.

The combinations (X ± Y)/√2 shift by ∓gQ and Z stays. The shear also mixes Z with A, but across the gap 4t this changes the energies only in second order.

**(c) Relaxation in the e plane**

Let ν_i be the number of electrons in orbital i of the t2 shell, and R = Σ ν_i n_i. The energy change is

E(Q) = kQ²/2 − F R·Q.

Setting the gradient to zero gives kQ = F R, so

Q_min = F|R|/k, E_JT = (F²/2k)|R|²,

where E_JT is the energy gained. The low-spin occupations give

V²⁺: R = 0, |R|² = 0
V⁺: R = n_Z, |R|² = 1
V⁰: R = 2n_Z, |R|² = 4
V⁻: R = 2n_Z + n_X = n_Z − n_Y, |R|² = 1 + 1 + 1 = 3.

The last line uses n_X = −n_Y − n_Z and n_Z·n_Y = −1/2. The filling must agree with the order of the levels at the minimum. For V⁻, Q is parallel to n_Z − n_Y, and its scalar products with n_Z, n_X, n_Y are in the ratio 3/2 : 0 : −3/2. So Z is lowest, X comes next and Y is empty, as assumed.

The shapes follow from the edge changes. V⁺ and V⁰ distort tetragonally: one opposite pair of edges shortens, the other four lengthen, and the symmetry is D2d. A tetragonal distortion of V⁻ would leave its third electron in a degenerate X, Y pair, which splits again. All three sets of edges then differ, and the symmetry is D2. This D2 shape holds only for displacements restricted to e symmetry. A C2v shape needs a t2 displacement, and the single shear of (b) is enough: filling its levels −gQ and 0 with two and one electrons gives the slope −2g = −√3 F and, for the same force constant, the same gain as D2. Mixing of Z with A then favours the shear, raising the gain from 0.125 to 0.139 eV with the model values.

For the numbers,

F = 2 × 0.5/√3 = 0.577 eV/Å,
F²/(2k) = 0.333/8 = 0.0417 eV,
F/k = 0.144 Å.

Multiplying by |R|² and |R|:

V²⁺: E_JT = 0, Q = 0
V⁺: E_JT = 0.042 eV, Q = 0.144 Å
V⁰: E_JT = 0.167 eV, Q = 0.289 Å
V⁻: E_JT = 0.125 eV, Q = 0.250 Å

The neutral vacancy gains four times as much as V⁺, not twice, because two electrons double the force and hence also the displacement. V⁻ gains less than V⁰ because its third electron pulls in a direction that partly opposes the other two.

The t2 level starts at 0.300 eV. In V⁰ it splits into 0.133 eV (filled) and a pair at 0.383 eV (empty). In V⁻ it splits into 0.175, 0.300 and 0.425 eV, with two, one and no electrons. The a1 level stays at −0.900 eV in this linear model.

The linear treatment has a limited range. In V⁰ the short edges contract by 0.289/√3 = 0.167 Å. If the hopping decays exponentially with length t/g = 0.6 Å, its relative change has linear part 0.167/0.6 = 0.28 and quadratic part 0.28²/2 = 0.04. The quadratic part is about 14% of the linear one for these edges, but the effect on the relaxation is larger. The four electrons in A and Z have the total energy −4t_Z, where t_Z is the hopping along the short edges. Minimizing kQ²/2 − 4t exp[Q/(√3 × 0.6 Å)] gives a local minimum at Q = 0.44 Å with a gain of 0.245 eV, against 0.289 Å and 0.167 eV in the linear model. Beyond a barrier near Q = 2 Å the exponential outgrows the harmonic term and the model no longer applies.

Symmetry does not decide between e and t2 distortions. To see this for V⁺, combine the three shears with equal amplitudes Q/√3. All off-diagonal elements in the X, Y, Z basis become −gQ/√3, and the lowest eigenvalue is −2gQ/√3 = −FQ, the same slope as for the tetragonal mode. At this order the softer mode wins; for equal force constants, anharmonic terms and mixing with a1 must decide.

**(d) What electron repulsion changes**

So far all states of a configuration t2ⁿ were degenerate. Repulsion separates them into terms, and if the separation is large compared with the distortion energy, the linear coupling must be sought inside one term.

*Two electrons.* Singlets have symmetric orbital parts, A1 + E + T2 as found above. Triplets have antisymmetric ones, with character [χ(R)² − χ(R²)]/2 = 3, 0, −1, 1, −1, which is T1. The terms are ³T1, ¹T2, ¹E and ¹A1. Along Qθ:

- ³T1 and ¹T2 have one electron in each of two orbitals. The slopes are F for XY and −F/2 for YZ and ZX. They differ by 3F/2 = 0.87 eV/Å, so both terms are active.
- ¹E contains (2Z² − X² − Y²)/√6, where Z² means both electrons in Z. Its slope is [4(−2F) + F + F]/6 = −F. Its partner (X² − Y²)/√2 has slope (F + F)/2 = +F. The term is active, with a difference 2F = 1.15 eV/Å. It does not split linearly under t2 displacements, because E × E = A1 + A2 + E contains no T2.
- ¹A1 is (X² + Y² + Z²)/√3. Its slope is (F + F − 2F)/3 = 0, and it is inactive.

*Three electrons.* With two spins up and one down, the orbital parts span T1 × T2 = A2 + E + T1 + T2. The quartet, with one electron in each orbital, has the determinant of T2 as its character, which is A2. Removing it leaves the doublets: the terms are ⁴A2, ²E, ²T1 and ²T2.

The quartet is orbitally nondegenerate and inactive. The doublets are degenerate and symmetry allows them a linear splitting, yet in the pure configuration the change of hopping produces none. To show this, define a linear exchange C of electrons and holes by

C c†_i↑ C⁻¹ = c_i↓, C c†_i↓ C⁻¹ = −c_i↑,

where c†_iσ creates an electron in t2 orbital i. The one-electron coupling is W = Σ w_ij c†_iσ c_jσ, with w real, symmetric and traceless. Under C its spin-up part becomes

Σ w_ij c_i↓ c†_j↓ = Σ w_ij (δ_ij − c†_j↓ c_i↓) = −Σ w_ij c†_i↓ c_j↓,

by tracelessness and symmetry of w. The spin-down part behaves in the same way, its two minus signs cancelling. Thus CWC⁻¹ = −W.

C maps three electrons to 6 − 3 = 3 electrons. It leaves the spin operators unchanged; for example, c†_i↑ c_i↓ becomes −c_i↓ c†_i↑ = c†_i↑ c_i↓. It also commutes with the spatial operations: these act on c† and c through the same real matrices, and both the empty and the full shell are invariant. Each term occurs once in t2³, so by Schur's lemma C acts on it as a number of modulus one. If P projects on a term,

PWP = P(CWC⁻¹)P = −PWP, hence PWP = 0.

This does not contradict the slope −3F/2 found in (b). Consider Z²X and Y²X, with slopes −3F/2 and +3F/2 along Qθ. Repulsion transfers pairs between Z and Y and makes the term states X(Z² ± Y²)/√2, one from ²T1 and one from ²T2. Their diagonal slopes average to zero, and the element between them has magnitude 3F/2. For a term separation 2δ, the lower energy measured from the midpoint is

E(Q) = kQ²/2 − √[δ² + (3FQ/2)²] ≈ −δ + [k/2 − 9F²/(8δ)]Q².

When the distortion dominates, the linear fall returns. When δ dominates, the coupling is second-order (pseudo-Jahn–Teller), and the symmetric geometry is unstable along this mode if δ < 9F²/(4k). With the model values the bound is 4.5 × 0.0417 = 0.19 eV. Qθ is not the softest direction: along n_Z − n_Y, which is equivalent to Qε, the element between the two terms is √3 F, and the symmetric geometry is unstable for δ < 3F²/k = 0.25 eV.

The cancellation also depends on a1 staying full. Repulsion mixes a1² t2³ with configurations such as a1 t2⁴, whose t2 shell is not half filled. To see the size of the effect, give each site a repulsion of 0.4 eV for double occupation and diagonalize the Hamiltonian for all states of five electrons in the four orbitals. Among the doublets derived from a1² t2³, the largest difference of slopes under Qθ is 0.032 eV/Å. For this weak repulsion it is small beside the difference 3F = 1.73 eV/Å between Y²X and Z²X. It grows with the repulsion: 1 eV per site gives 0.21 eV/Å. The quartet remains unsplit.

The classification is then:

- V²⁺, a1² t2⁰: inactive.
- V⁺, a1² t2¹ (²T2): active.
- V⁰, a1² t2²: active for independent electrons and in ³T1, ¹T2 and ¹E; inactive in ¹A1.
- V⁻, a1² t2³: active for independent electrons in low spin; inactive in ⁴A2. In an isolated doublet, the change of hopping gives a linear splitting only through mixing with other configurations. A repulsion between sites that varies with distance, left out here, can also contribute.

**Variation 1: high spin**

*Place the t2 electrons of V⁰ and V⁻ in different orbitals with parallel spins. What remains of the distortion?*

For V⁰, R = n_Z + n_X = −n_Y and |R|² = 1. The gain is 0.042 eV, and the distortion has the opposite sense to that of low spin: two orbitals fall and one rises, giving 0.258 eV twice and 0.383 eV. For V⁻, R = n_X + n_Y + n_Z = 0 and there is no gain.

Compared with high spin, low spin gains an extra (4 − 1)F²/(2k) for V⁰ and (3 − 0)F²/(2k) for V⁻, which is 0.125 eV in both cases. Comparing single determinants, low spin wins if pairing the electrons in the undistorted vacancy costs less than this.

**Variation 2: is V⁺ stable?**

*How does relaxation affect the reaction 2V⁺ → V⁰ + V²⁺?*

The reaction energy is

U_eff = E(V⁰) + E(V²⁺) − 2E(V⁺).

If μ is the electron chemical potential, V⁺ is favoured over V²⁺ when μ > E(V⁺) − E(V²⁺), and over V⁰ when μ < E(V⁰) − E(V⁺). Both can hold only if U_eff > 0. In the e-mode model, relaxation contributes

(−4 − 0 + 2 × 1)F²/(2k) = −2F²/(2k) = −0.083 eV.

This value compares single low-spin determinants, with V⁰ as Z². At that level, if the repulsion for placing both electrons in Z is smaller than 0.083 eV, U_eff is negative and V⁺ is not the lowest charge state at any μ. Term splitting reduces the effect: with exact ground states and the site repulsion of (d), relaxation contributes about −0.01 eV for 0.4 eV per site and about +0.02 eV for 1 eV per site. Breathing relaxation and screening by the crystal also enter the real balance and are not included here.
